# Quadratic magnetic-field terms of a tetrahedral acceptor quartet

## The problem

Consider a shallow acceptor on a tetrahedral lattice site whose ground level is fourfold degenerate and belongs to the representation $\Gamma_8$ of the group $T_d$. A weak, uniform magnetic field $\mathbf B$ acts on it. All other levels are far away compared with the field energies, so the quartet is described by a $4\times4$ Hermitian matrix $H(\mathbf B)=E_0+H_1+H_2+\dots$, where $H_n$ is of order $n$ in $\mathbf B$.

The matrices $J_x,J_y,J_z$ are those of spin $3/2$, referred to the cubic axes, with $\mathbf J$ in units of $\hbar$. They describe the missing electron. Energies are hole energies, that is, minus the energy of the missing electron. Replacing $\mathbf J$ by the hole's own angular momentum, $-\mathbf J$, reverses the signs in $H_1$ and leaves $H_2$ alone.

**(a)** How many independent real constants does $H_2$ contain if the point group alone is imposed? How many remain when time reversal is imposed as well?

**(b)** Write $H_2$ so that a single constant carries the shift of the centre of the quartet.

**(c)** Leave out $H_1$ and find the levels for any field direction.

**(d)** Restore $H_1$. Show how the constants follow from levels measured along $[001]$ and $[111]$. Apply the method to these levels of a silicon acceptor model at 5 T, taken through second order in $B$ and measured from $E_0$, in µeV:

- $[001]$: $-521.7$ and $528.5$ for $|m|=3/2$; $-154.5$ and $162.1$ for $|m|=1/2$.
- $[111]$: $-510.6$ and $523.1$ for $|m|=3/2$; $-182.4$ and $184.4$ for $|m|=1/2$.

Here $m$ refers to the component of $\mathbf J$ along the field.

**(e)** Express $H_2$ through the full Hamiltonian of the acceptor. Is "diamagnetic" a fair name for the common shift?

## Hints

1. A magnetic field is an axial vector, so inversion does not change it. Each improper operation of $T_d$ therefore acts on $\mathbf B$ as a proper rotation.
2. The number of invariants in a product of two representations with real characters is the group average of the product of the characters.
3. Sort the sixteen operators on the quartet by tensor rank, and ask what time reversal does to each rank.
4. For (c), combine Kramers degeneracy with a vanishing trace. One trace of a square then gives the splitting.
5. For (d), find a two-dimensional subspace that the Hamiltonian does not leave, and average over it.

## Solution

### (a) Counting

Symmetry requires that rotating the operators and the field together changes nothing. The improper elements of $T_d$ are fourfold rotations and twofold rotations, each combined with inversion. Inversion leaves $\mathbf B$ unchanged. On the quartet, $\Gamma_8$ represents an improper element by the spin-3/2 matrix $D$ of its rotation, up to a sign, and this sign cancels in the transformed operator $DOD^\dagger$. We may thus use the rotation angles $0^\circ$, $120^\circ$, $180^\circ$, $90^\circ$, $180^\circ$ for the classes $E$, $8C_3$, $3C_2$, $6S_4$, $6\sigma_d$.

The six products $B_iB_j$ form the symmetric square of a vector. If $R$ is the rotation matrix, their character is
$$\chi_B=\tfrac12\left[(\operatorname{tr}R)^2+\operatorname{tr}R^2\right].$$
With $\operatorname{tr}R=1+2\cos\theta$ this gives, class by class, $(6,0,2,0,2)$.

The operators on four states have ranks $k=0,1,2,3$, with $1+3+5+7=16$ members. A rank-$k$ tensor has the character $\chi_k=1+2\sum_{n=1}^k\cos n\theta$. Hence
$$\chi_0+\chi_2=(6,0,2,0,2),\qquad \chi_1+\chi_3=(10,1,-2,0,-2).$$

The number of invariants formed with ranks 0 and 2 is
$$\frac{1\cdot6\cdot6+3\cdot2\cdot2+6\cdot2\cdot2}{24}=\frac{72}{24}=3,$$
and the number formed with ranks 1 and 3 is
$$\frac{1\cdot6\cdot10+3\cdot2\cdot(-2)+6\cdot2\cdot(-2)}{24}=\frac{24}{24}=1.$$

The point group alone therefore allows four constants.

Time reversal $\Theta$ gives $\Theta\mathbf J\Theta^{-1}=-\mathbf J$. A Hermitian operator of rank $k$, written as a symmetrized product of $k$ factors $J_i$ with real coefficients, gains the factor $(-1)^k$. The Hamiltonian must obey $\Theta H(\mathbf B)\Theta^{-1}=H(-\mathbf B)$. Since $B_iB_j$ does not change sign, it can multiply only operators of even rank. Three constants remain.

The excluded invariant is
$$B_yB_z\{J_x,J_y^2-J_z^2\}+\text{cyclic terms},\qquad \{A,C\}=AC+CA.$$
Under a fourfold rotation, $x\to y$ and $y\to-x$, its first term becomes
$$-B_xB_z\{J_y,J_x^2-J_z^2\}=B_zB_x\{J_y,J_z^2-J_x^2\},$$
which is the next term of the cycle. The spatial symmetry is satisfied, but the operator is odd in $\mathbf J$.

### (b) The three invariants

Each rotation in our list permutes the axes and changes some of their signs, in the same way for $\mathbf B$ and $\mathbf J$. In $B_i^2J_i^2$ the signs disappear. In $B_iB_j\{J_i,J_j\}$ each sign occurs twice. Sums over the axes, or over pairs of axes, are therefore invariant. We take
$$H_2=\alpha B^2+\beta\sum_iB_i^2\left(J_i^2-\tfrac54\right)+\gamma\sum_{i<j}B_iB_j\{J_i,J_j\}.$$

The three terms are independent. For $\mathbf B\parallel z$ the first is a multiple of the unit matrix and the second is not, while the third appears only when two field components are present. As the count is three, the list is complete.

The number $5/4$ removes the trace. From $\sum_iJ_i^2=\frac32\cdot\frac52=\frac{15}{4}$ and the equivalence of the axes, $\operatorname{tr}J_i^2=\frac13\cdot4\cdot\frac{15}4=5$, which is the trace of $\frac54$ times the $4\times4$ unit matrix. The products $\{J_i,J_j\}$ with $i\ne j$ are traceless, because a half turn about axis $i$ reverses them. Hence $\frac14\operatorname{tr}H_2=\alpha B^2$. The constant $\alpha$ moves the centre, and $\beta$ and $\gamma$ split the quartet.

### (c) Levels without the linear term

Write $H_2=\alpha B^2+T$. The operator $T$ is even under time reversal and acts on states of half-integer spin, so its eigenvalues come in equal pairs. Its trace is zero. The eigenvalues must then be $s,s,-s,-s$, and $s^2=\frac14\operatorname{tr}T^2$.

Let $D_i=J_i^2-\frac54$. In the basis $m=\frac32,\frac12,-\frac12,-\frac32$ we have $D_z=\operatorname{diag}(1,-1,-1,1)$, so $\operatorname{tr}D_i^2=4$. Since $\sum_jD_j=0$,
$$0=\operatorname{tr}\Big(D_i\sum_jD_j\Big)=4+2\operatorname{tr}(D_iD_j),\qquad \operatorname{tr}(D_iD_j)=-2\quad(i\ne j).$$

For the other operators, use
$$\{J_x,J_y\}=\frac{J_+^2-J_-^2}{2i}.$$
The nonzero elements of $J_+^2$ lead from $-\frac12$ to $\frac32$ and from $-\frac32$ to $\frac12$. Both equal $2\cdot\sqrt3$. Each row of $\{J_x,J_y\}$ thus has one nonzero element, of modulus $\sqrt3$, and $\operatorname{tr}\{J_x,J_y\}^2=4\cdot3=12$. The other two pairs of axes give the same value.

Mixed traces vanish. Half turns about the axes leave each $D_i$ unchanged, and for each $\{J_i,J_j\}$ one of them reverses it. For two different products, one of the half turns reverses one factor and not the other. Collecting terms,
$$\operatorname{tr}T^2=\beta^2\Big(4\sum_iB_i^4-4\sum_{i<j}B_i^2B_j^2\Big)+12\gamma^2\sum_{i<j}B_i^2B_j^2.$$

Let $\mathbf n=\mathbf B/B$ and $f=\sum_{i<j}n_i^2n_j^2$. Squaring $\sum_in_i^2=1$ gives $\sum_in_i^4=1-2f$. Therefore
$$E_\pm=\alpha B^2\pm B^2\sqrt{\beta^2(1-3f)+3\gamma^2f}.$$

The function $f$ runs from 0 along $[001]$ to $\frac13$ along $[111]$. The half splitting is $|\beta|B^2$ in the first case and $|\gamma|B^2$ in the second. Its square is linear in $f$, so all other directions lie between these values. Along $[110]$, $f=\frac14$ and the half splitting is $\frac12B^2\sqrt{\beta^2+3\gamma^2}$.

### (d) Reading the constants from a spectrum

The linear term pairs $\mathbf B$, with characters $(3,0,-1,1,-1)$, with the odd operators. Their number of invariants is $(30+6+12)/24=2$, and
$$H_1=\mu_B\Big(g_1\,\mathbf B\cdot\mathbf J+g_2\sum_iB_iJ_i^3\Big).$$

For $\mathbf B\parallel[001]$ both $H_1$ and $H_2$ are diagonal in $m$. For $\mathbf B\parallel[111]$ the threefold axis allows coupling only between states whose $m$ differ by a multiple of 3. The states $\pm\frac32$ may mix with each other, and the states $\pm\frac12$ do not mix with anything. In both directions the subspaces $|m|=\frac32$ and $|m|=\frac12$ are separate.

Each subspace is mapped onto itself by $\Theta$. A Hermitian operator that is odd under $\Theta$ has zero trace there, since time reversal preserves a real trace while the operator changes sign. The mean energy of a pair is then free of $H_1$, and of every odd order in $B$.

Along $[001]$ the traceless part of $H_2$ is $\beta B^2(J_z^2-\frac54)$. Along $[111]$, $B_iB_j=B^2/3$ and $\sum_iD_i=0$. With $J_n=\mathbf n\cdot\mathbf J$,
$$J_n^2=\frac13\Big(\frac{15}4+\sum_{i<j}\{J_i,J_j\}\Big),$$
so the traceless part is $\gamma B^2(J_n^2-\frac54)$. The bracket $J_n^2-\frac54$ is $+1$ for $|m|=\frac32$ and $-1$ for $|m|=\frac12$. The pair means are
$$\bar E_{3/2}=(\alpha+c)B^2,\qquad \bar E_{1/2}=(\alpha-c)B^2,$$
up to terms of order $B^4$, with $c=\beta$ along $[001]$ and $c=\gamma$ along $[111]$. The signs are obtained too, which the splittings of part (c) do not provide.

For the given levels along $[111]$,
$$\bar E_{3/2}=\frac{-510.6+523.1}{2}=6.25,\qquad \bar E_{1/2}=\frac{-182.4+184.4}{2}=1.00\ \text{µeV}.$$
Half the sum is 3.6 µeV and half the difference is 2.6 µeV. Division by $B^2=25\ \mathrm{T^2}$ gives $\alpha\approx0.145$ and $\gamma\approx0.105$ µeV/T².

Along $[001]$ the means are 3.4 and 3.8 µeV. They confirm $\alpha$ and give $\beta\approx-0.2/25=-0.008$ µeV/T². The levels are rounded to 0.1 µeV, so this small $\beta$ is known only roughly.

### (e) Microscopic origin

Let the full Hamiltonian be $K=K_0+K_1+K_2$, sorted by powers of $B$. Let $P$ project on the quartet and $Q=1-P$. Write an eigenstate as $p+q$, with $p$ in the quartet and $q$ outside. The $Q$ part of $K(p+q)=E(p+q)$ gives, to lowest order,
$$q=Q(E_0-K_0)^{-1}QK_1p.$$
Replacing $E$ by $E_0$ here changes the energy only in third order. Inserting $q$ into the $P$ part gives
$$H_2=PK_2P+PK_1Q(E_0-K_0)^{-1}QK_1P.$$

The first term is the diamagnetic one. The second comes from the virtual excitation of higher levels by the linear coupling. As $E_0$ is the lowest level, $E_0-K_0$ is negative outside the quartet, so this term has no positive eigenvalue and can only lower $\alpha$. It may change $\beta$ and $\gamma$ either way. "Diamagnetic" is thus a loose name for $\alpha$, which is a difference of two effects.

### The silicon model and its numbers

The levels in (d) come from a six-band effective-mass model. Three valence orbitals $a=x,y,z$ are combined with spin, and the hole energy contains
$$K_{aa}=\frac{\hbar^2}{2m_0}\left[(\gamma_1+4\gamma_2)k_a^2+(\gamma_1-2\gamma_2)(k^2-k_a^2)\right],$$
$$K_{ab}=\frac{3\hbar^2\gamma_3}{2m_0}(k_ak_b+k_bk_a)\quad(a\ne b).$$
Here $\mathbf k=-i\nabla+e\mathbf A/\hbar$ and $\mathbf A=\frac12\mathbf B\times\mathbf r$. To this are added the attraction of a point charge screened by $\varepsilon$, the spin-orbit term $\frac\Delta3(1-2\mathbf L\cdot\mathbf S)$, and the term $\mu_B\mathbf B\cdot[(3\kappa+1)\mathbf L-2\mathbf S]$, with $L=1$ for the orbitals.

The parameters are rough typical values for silicon: $\gamma_1=4.3$, $\gamma_2=0.34$, $\gamma_3=1.45$, $\kappa=-0.42$, $\varepsilon=11.7$, $\Delta=44$ meV. The envelopes were expanded in Gaussians times solid harmonics with even $l$ up to 8, and $H_2$ was evaluated from the formula in (e). In µeV/T²:

| | $\alpha$ | $\beta$ | $\gamma$ |
|---|---|---|---|
| diamagnetic part | 0.263 | −0.010 | 0.108 |
| second-order part | −0.118 | 0.002 | −0.004 |
| total | 0.145 | −0.009 | 0.104 |

The division into two parts depends on the gauge; only the total does not. In the gauge used here, centred on the acceptor, the second-order part cancels 45% of the diamagnetic $\alpha$ but hardly touches $\gamma$. The expansion in $l$ converges slowly. Adding harmonics with $l=10$ changes $\alpha$ by −0.003, $\beta$ by 0.0006 and $\gamma$ by 0.0004 µeV/T². Carried on to $l=14$, the totals settle near 0.139, −0.008 and 0.105 µeV/T², and no entry of the table moves by more than about 0.006. The last digits in the table thus belong to the basis used, with $l\le8$; a more complete radial basis at the same $l$ lowers both the diamagnetic and the total $\alpha$ by about 0.001. The levels of part (d) belong to it too: by $l=14$ they move by up to about 3.5 µeV, almost wholly through $H_1$, and this part of the change cancels in the pair means.

At 5 T the common shift is 3.6 µeV. Without $H_1$ the full splitting would be 0.4 µeV along $[001]$, 5.2 µeV along $[111]$ and 4.5 µeV along $[110]$. The linear term spreads the levels over about 1000 µeV, so the quadratic terms appear as small displacements of pair means.

The expansion needs field energies well below the distance to the next level. Among levels of the same parity that distance is about 22 meV in the model. For a field of 5 T along $(0.3,-0.8,0.5)$, the four lowest eigenvalues of the full matrix differ from those of $E_0+H_1+H_2$ by at most 0.009 µeV.

A real acceptor differs from this model in several ways. The model binds the hole by 42 meV in the basis used (about 43 meV when higher $l$ are included), while boron in silicon has roughly 45 meV. A short-range Gaussian attraction of radius 0.5 nm, fitted to 45 meV, changes the constants to 0.126, −0.005 and 0.097 µeV/T²; a new fit with $l=10$ included moves them by about 0.001, and one carried to $l=14$ by up to about 0.002. Raising $\kappa$ by 0.1, with all else fixed, makes $\beta$ positive: 0.001 µeV/T² with $l\le8$ and 0.002 with $l\le10$. For the stated $\gamma_1,\gamma_2,\gamma_3$ the model thus gives a small $|\beta|$, but does not settle its sign. The tetrahedral part of the impurity potential is left out; it can change the constants but cannot add a fourth.

Real devices also break the cubic symmetry by strain. With a rough deformation potential of 2 eV, a $[001]$ strain of $1\times10^{-7}$ splits the bulk valence-band edge by as much as $\beta$ splits the quartet at 5 T. Within the quartet, a fixed strain of this kind displaces the $[001]$ pair means by amounts independent of $B$, so a plot against $B^2$ separates this displacement from $\beta$. Through the higher levels strain also changes $\beta$ itself. In the model this is negligible at $10^{-7}$, but reaches about 0.001 µeV/T² at $10^{-4}$. The thermal energy at 1 K is 86 µeV, far above the quadratic splittings. This does not by itself hide them in a spectrum. What counts there is the width of the transition lines, which must be narrow enough to fix the pair means to well below the shifts sought.

## Variation 1: full rotation symmetry

*How many constants remain if the acceptor is invariant under all rotations?*

The products $B_iB_j$ contain one tensor of rank 0 and one of rank 2. The time-even operators do too. Tensors of equal rank combine into one invariant each, so there are two constants. The rank-2 invariant is
$$(\mathbf B\cdot\mathbf J)^2-\tfrac54B^2=\sum_iB_i^2\left(J_i^2-\tfrac54\right)+\sum_{i<j}B_iB_j\{J_i,J_j\}.$$
Comparison with (b) gives $\beta=\gamma$. The root in (c) becomes $|\beta|$ for every $f$, and the splitting no longer depends on direction.

In the silicon model this case arises when $\gamma_2,\gamma_3$ are both replaced by one value, here $(2\gamma_2+3\gamma_3)/5=1.006$. If the split-off band is also moved far away, which the symmetry does not require, the result is $\alpha=0.72$ and $\beta=\gamma=0.26$ µeV/T². Restoring the cubic $\gamma_2$ and $\gamma_3$, still without the split-off band, gives 0.50, 0.05 and 0.24. Restoring the split-off band as well gives the 0.145, −0.009 and 0.104 found above.

When the steps are taken in this order, most of the drop in $\beta$ comes with the cubic terms, and most of the drop in $\alpha$ and $\gamma$ comes with the split-off band. The other order divides the changes differently. Restoring the split-off band first, in the spherical model, gives $\alpha=0.55$ and $\beta=\gamma=0.15$ µeV/T², so that most of the drop in $\alpha$ then comes with the cubic terms.

## Variation 2: another choice of operators

*Suppose that* $H_2=q_1B^2+q_2(\mathbf B\cdot\mathbf J)^2+q_3\sum_iB_i^2J_i^2$. *Which combination is the common shift?*

Expand the square:
$$(\mathbf B\cdot\mathbf J)^2=\sum_iB_i^2J_i^2+\sum_{i<j}B_iB_j\{J_i,J_j\}.$$
The mixed products give $\gamma=q_2$, and the squares give $\beta=q_2+q_3$. Writing $J_i^2=(J_i^2-\frac54)+\frac54$ leaves
$$\alpha=q_1+\tfrac54(q_2+q_3).$$
The constant $q_1$ alone is not the shift of the centre, because the other two operators have a trace.

For silicon the model gives $q_1=0.156$, $q_2=0.104$ and $q_3=-0.113$ µeV/T². Then $\alpha=0.156+1.25\times(-0.009)=0.145$ µeV/T². The two numbers $q_1$ and $\alpha$ are close here because $q_2$ and $q_3$ nearly cancel. In the spherical case $q_3=0$ and $q_2=0.262$, so $\alpha-q_1=1.25\times0.262=0.33$ µeV/T², which is almost half of $\alpha=0.72$.

All numerical values are calculated from the stated model.
